# Which blackbody temperature puts the most power near 13.5 nm?

## Question

I am working on an exercise about light sources for extreme-ultraviolet lithography. The source is idealized as a blackbody, and the optics use a band of 2 % full width centred on 13.5 nm. I have to find the temperature at which the largest fraction of the total radiated power falls in this band, and the value of that fraction.

I used Wien's displacement law to put the peak of the spectrum at 13.5 nm, which gives $kT\approx18.5$ eV. But when I try a somewhat higher temperature, the fraction goes up. I also see that the power in the band keeps growing as I heat the body, so I don't understand why there is a best temperature at all. What is the right condition? And does the answer mean anything for a real tin plasma?

## Answer

Wien's law answers a different question: at a fixed temperature, which wavelength has the most power per nanometre? Here the wavelength is fixed and the temperature varies. The quantity to maximize is a ratio, and both its parts grow with temperature.

### The fraction as a function of one variable

Let $\lambda_0=13.5$ nm and let $w=0.02$ be the relative full width, so the band runs from 13.365 to 13.635 nm. A blackbody emits, per unit area and unit wavelength, into the hemisphere above its surface,

$$M_\lambda=\frac{2\pi hc^2}{\lambda^5}\,\frac{1}{e^{x}-1},\qquad x=\frac{hc}{\lambda kT}.$$

For the total, write $\lambda=a/x$ with $a=hc/(kT)$. Then $d\lambda=-a\,dx/x^2$ and $\lambda^{-5}=x^5/a^5$. The minus sign is absorbed by reversing the limits, so

$$M=\int_0^\infty M_\lambda\,d\lambda=\frac{2\pi hc^2}{a^4}\int_0^\infty\frac{x^3}{e^x-1}\,dx .$$

To do the integral, expand $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$. All terms are positive, so they may be integrated one by one. Each gives $\int_0^\infty x^3e^{-nx}dx=6/n^4$, and with $\sum n^{-4}=\pi^4/90$ the integral is $\pi^4/15$. Since $a^{-4}\propto T^4$, this is the Stefan–Boltzmann law, $M=\sigma T^4$.

The band is narrow, so its power is nearly its width $w\lambda_0$ times $M_\lambda(\lambda_0)$. From here on, $x$ is evaluated at $\lambda_0$, so that $\lambda_0=a/x$:

$$M_{\rm band}\simeq w\lambda_0M_\lambda(\lambda_0)=w\,\frac{2\pi hc^2}{\lambda_0^4}\frac{1}{e^x-1}=w\,\frac{2\pi hc^2}{a^4}\frac{x^4}{e^x-1}.$$

Dividing by $M$ cancels the common prefactor:

$$f=w\,\frac{15}{\pi^4}\,\frac{x^4}{e^x-1}.$$

### The maximum

The logarithm turns the product into a sum:

$$\ln f=\text{const}+4\ln x-\ln(e^x-1).$$

Differentiating with respect to $\ln x$, which means multiplying the ordinary derivative by $x$, gives

$$\frac{d\ln f}{d\ln x}=4-\frac{x e^x}{e^x-1}=4-s(x),\qquad s(x)=\frac{x}{1-e^{-x}}.$$

The condition is $s(x)=4$, or

$$x=4\,(1-e^{-x}),\qquad x\neq0.$$

There is one such root, because $s$ rises steadily:

$$s'(x)=\frac{1-e^{-x}-xe^{-x}}{(1-e^{-x})^2}=\frac{e^{-x}(e^x-1-x)}{(1-e^{-x})^2}>0,$$

where the sign follows from $e^x>1+x$ for $x>0$. As $x\to0$, $s\to1$; for large $x$, $s$ grows like $x$. It therefore crosses 4 once. Below the crossing $f$ increases with $x$ and above it $f$ decreases, so the crossing is a maximum.

You can find the root by inserting a guess on the right-hand side of $x=4(1-e^{-x})$ and repeating. Starting from 4, the values are 3.92674, 3.92117, 3.92073, 3.92069. Near the root each step shrinks the error by the derivative of the right-hand side, $4e^{-x_0}=4-x_0\approx0.08$, which explains the fast convergence. The result is $x_0=3.92069$.

A closed form also exists. With $y=x-4$ the condition becomes $ye^y=-4e^{-4}$, so $x_0=4+W(-4e^{-4})$, where $W$ is the principal branch of the Lambert function. The other real solution, $y=-4$, is the excluded root $x=0$.

The photon energy at 13.5 nm is $hc/\lambda_0=91.840$ eV. Hence

$$kT_0=\frac{91.840\ \text{eV}}{3.92069}=23.42\ \text{eV},\qquad T_0\approx2.72\times10^5\ \text{K}.$$

At the root $x_0^4/(e^{x_0}-1)=4.77984$, and $15/\pi^4=0.153990$, so

$$f_{\max}=0.02\times0.153990\times4.77984=0.01472 .$$

**The best temperature is about 23.4 eV, and the fraction there is about 1.5 %.**

### Why there is an optimum at all

Your observation about the band power is correct. At fixed wavelength the only temperature dependence of $M_\lambda$ is in $1/(e^x-1)$, and $d\ln x=-d\ln T$. Therefore

$$\frac{d\ln M_{\rm band}}{d\ln T}=\frac{xe^x}{e^x-1}=s(x)>0 .$$

The band power has no maximum. The total power, however, has logarithmic slope 4. In a cold body $s>4$, so the band gains faster than the total. In a hot body $s<4$, so the band still gains power, but by a smaller percentage than the total. The optimum is where the two grow at the same relative rate.

The two limits show the same competition:

- **Cold, $x\gg1$:** $f\simeq w(15/\pi^4)x^4e^{-x}$. Photons of 92 eV are exponentially rare.
- **Hot, $x\ll1$:** $e^x-1\simeq x$, so $f\simeq w(15/\pi^4)x^3\propto T^{-3}$. The band power grows like $T$ while the total grows like $T^4$.

### What went wrong with Wien's law

At fixed $T$, $M_\lambda\propto x^5/(e^x-1)$. The fifth power replaces the fourth, and the peak condition is $s(x)=5$. Placing this peak at 13.5 nm gives your 18.50 eV, where the fraction is 1.315 %.

At the true optimum, $M_\lambda$ peaks at 10.66 nm. What peaks at 13.5 nm is $\lambda M_\lambda$, the power per unit of $\ln\lambda$, because at fixed $T$ it is proportional to $x^4/(e^x-1)$, the same function as $f$.

This does not depend on the band being specified as a percentage. For a narrow band, a fixed width in nanometres gives the same temperature, since the width is a constant factor while $T$ varies.

### How sharp is the maximum?

From the slopes above, $d\ln f/d\ln T=s-4$, so the second derivative is $-x s'(x)$. Write

$$x s'=s\,\frac{d\ln s}{d\ln x}=s\left(1-\frac{xe^{-x}}{1-e^{-x}}\right)=s\,(1-s e^{-x}).$$

At the optimum $s=4$ and $e^{-x_0}=1-x_0/4$, which gives $xs'=4(x_0-3)$ and

$$\left.\frac{d^2\ln f}{d(\ln T)^2}\right|_{T_0}=12-4x_0=-3.68 .$$

To second order, the relative loss is $1.84\,[\ln(T/T_0)]^2$, or about 2 % for a 10 % error in temperature. Integrating Planck's law directly gives a loss of 2.11 % at $0.9\,T_0$ and 1.60 % at $1.1\,T_0$. The fraction stays above 90 % of its maximum from 18.6 to 30.1 eV. Your Wien temperature lies just outside this range.

### Was the narrow-band step safe?

Set $\lambda=\lambda_0(1+u)$ and expand $M_\lambda$ in $u$. The linear term integrates to zero over the symmetric band. The quadratic term contributes $\int_{-w/2}^{w/2}\tfrac12u^2du=w^3/24$, so the relative correction to the band power is

$$\frac{w^2}{24}\,\frac{\lambda_0^2M_\lambda''}{M_\lambda}.$$

Let $p$ and $q$ be the first and second derivatives of $\ln M_\lambda$ with respect to $\ln\lambda$. Then $\lambda^2M_\lambda''/M_\lambda=p^2-p+q$. At the optimum $p=-5+s=-1$ and $q=-xs'=12-4x_0$, so the correction is

$$(14-4x_0)\frac{w^2}{24}=-2.8\times10^{-5}.$$

Direct integration gives the same value. Maximizing the finite-band fraction numerically moves the optimum from 23.4245 to 23.4261 eV, which is negligible.

### Numbers for a small hot sphere

Take a uniform black sphere with rough round parameters for a laser-heated tin plasma: diameter $d=100$ µm, emission for 10 ns, and 50 000 pulses per second. At the optimum temperature:

- The total exitance is $\sigma T_0^4=3.096\times10^{10}$ W/cm².
- The in-band exitance is $0.01472\times3.096\times10^{10}=4.56\times10^8$ W/cm².
- The area is $\pi d^2=3.142\times10^{-4}$ cm².
- The total energy per pulse is $3.096\times10^{10}\times3.142\times10^{-4}\times10^{-8}$ J $=97.3$ mJ.
- The in-band energy per pulse is $0.01472\times97.3=1.43$ mJ.
- The mean in-band power is $1.43\ \text{mJ}\times50\ \text{kHz}\approx72$ W, counted over all directions.

Some 96 mJ of each pulse is radiated outside the band.

### What if the temperature is not uniform?

Suppose the surface consists of black patches of areas $A_i$ and temperatures $T_i$ that do not absorb each other's light. The overall fraction is

$$\bar f=\frac{\sum_iA_iT_i^4f(T_i)}{\sum_iA_iT_i^4}\le f_{\max},$$

because it is an average with positive weights. Equal areas at 15 and 30 eV have weights in the ratio $15^4:30^4=1:16$, so the hot part dominates, and the result is 1.307 %. The same bound holds for a black surface whose temperature changes during the pulse. It does not cover light that passes through layers of different temperature with wavelength-dependent absorption.

### What if the emitter is not black?

A grey body, with the same emissivity at all wavelengths, has the same $f$, since the emissivity cancels. A selective emitter is different. Let the emissivity be 1 between 13 and 14 nm and $\varepsilon$ elsewhere, and let $F$ be the share of blackbody power in that window. The emitted total is then $M[F+\varepsilon(1-F)]$, while the band power is unchanged:

$$f_{\rm sel}=\frac{f}{\varepsilon+(1-\varepsilon)F}.$$

At $T_0$, $F=5.45$ %. For $\varepsilon=0.2$ the denominator is $0.2+0.8\times0.0545=0.2436$, and the fraction rises to $1.472/0.2436=6.04$ %. For $\varepsilon=0.5$ it is 2.79 %.

The optimum temperature hardly moves: it is 23.4 eV for both values of $\varepsilon$. The reason is that the window is fairly narrow and centred on the band, so $F\simeq Cf$ with $C$ nearly independent of temperature. Then $f_{\rm sel}\simeq f/[\varepsilon+(1-\varepsilon)Cf]$, whose derivative with respect to $f$ is $\varepsilon/[\varepsilon+(1-\varepsilon)Cf]^2>0$. Within this approximation, the temperature that maximizes $f$ also maximizes $f_{\rm sel}$, provided that $\varepsilon$ is held fixed as $T$ varies. The argument has limits. As $\varepsilon\to0$ the derivative vanishes and the small temperature dependence of $C$ decides: for this window the optimum is 23.3 eV at $\varepsilon=0.01$, 22.4 eV at $\varepsilon=0.001$ and 15.3 eV at $\varepsilon=0$. A window that is off-centre or wider also shifts it: a window from 13 to 16 nm gives 24.3 eV for $\varepsilon=0.2$ and 27.1 eV for $\varepsilon=0.05$.

### Comparison with a real tin source

Tin plasmas in lithography sources have temperatures of a few tens of eV, so 23.4 eV is in the right region. Their efficiency, however, contradicts the blackbody picture. It is usually quoted as in-band energy emitted into a half-space divided by laser energy, and is roughly 5 %. A uniform black sphere sends half its light into a half-space, so it could reach at most 0.74 %, even if all the laser energy were radiated. A black surface that sent all its light into that half-space would still be limited to 1.47 %. The assumption that fails is blackness: highly charged tin ions have a dense group of lines near 13.5 nm and emit less strongly at many other wavelengths. The selective model with $\varepsilon=0.2$ gives 3.0 % into a half-space, again with all laser energy radiated.

The 1.4 mJ per pulse is also low: industrial sources deliver roughly 5 mJ in band even after collection losses. At a given temperature no thermal emitter exceeds a black one within the band, so a thermal source needs a larger area, a longer emission time or a higher temperature to reach this.

Finally, the charge of the tin ions changes with temperature, and the emissivity changes with it. The selective model leaves this out, so 23.4 eV is the optimum for a blackbody and not a prediction of the best operating temperature of a tin source. The numerical output below lists most of the computed values, some of them with more digits.

## Calculated quantities

```
band centre: 13.5 nm, full width 2 %
band edges: 13.365 and 13.635 nm
photon energy at centre: 91.840 eV
iterate 0 of x: 4.00000
iterate 1 of x: 3.92674
iterate 2 of x: 3.92117
iterate 3 of x: 3.92073
iterate 4 of x: 3.92069
root x0: 3.920690
x0^4/(exp(x0)-1): 4.77984
15/pi^4: 0.153990
fraction per unit relative width: 0.73605
optimum kT, formula: 23.4245 eV
optimum kT, direct maximum: 23.4261 eV
optimum temperature: 2.7183e+05 K
maximum fraction, formula: 1.4721 %
maximum fraction, direct: 1.4721 %
finite-band correction, direct: -2.806e-05
finite-band correction, formula: -2.805e-05
log slope of band power at optimum: 4.0003
log curvature, direct: -3.6826
log curvature, formula: -3.6828
relative loss at 0.9 of optimum kT: 2.11 %
relative loss at 1.1 of optimum kT: 1.60 %
90 % of maximum at kT: 18.64 and 30.12 eV
peak of lam*M_lam at optimum: 13.500 nm
peak of M_lam at optimum: 10.660 nm
kT with M_lam peak at 13.5 nm: 18.497 eV
fraction at that kT: 1.315 %
mixture temperatures: 15 and 30 eV
fraction of equal-area mixture: 1.307 %
window: 13.0 to 14.0 nm
blackbody share of window: 5.450 %
outside emissivity 0.5: optimum kT 23.425 eV
outside emissivity 0.5: fraction 2.792 %
outside emissivity 0.2: optimum kT 23.422 eV
outside emissivity 0.2: fraction 6.043 %
sphere diameter: 100 um
emission time: 10 ns, rate 50 kHz
sphere area: 3.1416e-04 cm2
total exitance: 3.0960e+10 W/cm2
in-band exitance: 4.5575e+08 W/cm2
total energy per pulse: 97.26 mJ
in-band energy per pulse: 1.432 mJ
mean in-band power, all directions: 71.6 W
```
